# Adjoint fitting of composition-dependent mobilities to several ternary diffusion profiles: test program

```python
"""Adjoint fit of composition-dependent mobilities to several ternary couples.

Result under test: one backward sweep with transposed step matrices gives the
exact gradient of the discrete least-squares misfit S; the inverse Fisher matrix
at the minimum then gives confidence intervals that survive a refitting test.

Symbols: c, x   mole fractions (Cr, Al); Ni is the dependent component
         theta  3x3 table in eV, rows Cr, Al, Ni; columns: value at the reference
                composition, slope with x_Cr, slope with x_Al
         tracer diffusivity D_i = D_UNIT exp(theta_i . (1, x - REF) / kT)
         w      regular-solution interaction energies in eV
Lengths in um, times in h, energies in eV. Material inputs are rough values.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import solve_banded
from scipy.special import erf
from scipy.stats import norm, chi2

TEMPERATURE = 1473.0
KT = constants.k * TEMPERATURE / constants.e
D_UNIT = 100.0
LENGTH, TIME, SIGMA = 1200.0, 16.0, 0.001
CELLS, STEPS = 120, 30
REF = np.array([0.15, 0.05])
E = np.array([[1.0, 0.0], [0.0, 1.0], [-1.0, -1.0]])
SOLVENT = np.array([0.0, 0.0, 1.0])
W = np.array([[0.0, -0.4, -0.1], [-0.4, 0.0, -1.2], [-0.1, -1.2, 0.0]])
COUPLES = np.array([[[0.02, 0.10], [0.28, 0.02]],
                    [[0.05, 0.05], [0.30, 0.05]],
                    [[0.15, 0.01], [0.15, 0.11]],
                    [[0.05, 0.01], [0.22, 0.09]]])
TRUE = np.array([0.00, 0.20, 0.60, 0.12, 0.30, 0.50, -0.06])
START = np.array([0.03, 0.0, 0.0, 0.05, 0.0, 0.0, 0.0])
NAMES = ["Cr value", "Cr slope x_Cr", "Cr slope x_Al",
         "Al value", "Al slope x_Cr", "Al slope x_Al", "Ni value"]
NPAR = len(TRUE)
solve_count = 0


def table(p, ni_slopes=(0.0, 0.0)):
    """Seven free parameters -> full 3x3 table (Ni slopes held fixed)."""
    return np.concatenate([p, ni_slopes]).reshape(3, 3)


def number_frame(x, q):
    """Lattice-frame fluxes -q of three species -> number-fixed Cr, Al fluxes."""
    return x[:, :, None] * q.sum(1, keepdims=True) - q[:, :2]


def local_flux(x, g, theta, w, wind=0.0, want_theta=False):
    """Flux at composition x, gradient g, and its derivatives.

    With wind > 0 (Manning's vacancy wind) the x-derivative is approximate;
    it then only steers Newton's iteration and never enters an adjoint."""
    full = x @ E.T + SOLVENT
    basis = np.column_stack([np.ones(len(x)), x - REF])
    tracer = D_UNIT * np.exp(basis @ theta.T / KT)
    we = w @ E / KT
    slope = we - (full @ we)[:, None, :]
    gamma = E + full[:, :, None] * slope
    b = (slope * g[:, None, :]).sum(2)
    a = g @ (E.T @ we)
    q = tracer * (g @ E.T + full * b)
    q_x = (tracer[:, :, None] * (E * b[:, :, None]
                                 - full[:, :, None] * a[:, None, :])
           + q[:, :, None] * theta[:, 1:] / KT)
    q_g = tracer[:, :, None] * gamma
    if wind:
        share = full * tracer
        share = wind * (share / share.sum(1, keepdims=True))[:, :, None]
        q = q + share[:, :, 0] * q.sum(1, keepdims=True)
        q_x = q_x + share * q_x.sum(1, keepdims=True)
        q_g = q_g + share * q_g.sum(1, keepdims=True)
    flux = number_frame(x, q[:, :, None])[:, :, 0]
    flux_x = number_frame(x, q_x) + np.eye(2) * q.sum(1)[:, None, None]
    flux_g = number_frame(x, q_g)
    flux_t = None
    if want_theta:
        q_t = (np.eye(3)[None, :, :, None] * q[:, :, None, None]
               * basis[:, None, None, :] / KT).reshape(len(x), 3, 9)
        flux_t = number_frame(x, q_t)
    return flux, flux_x, flux_g, flux_t


def interdiffusion(x, theta, w=W, wind=0.0):
    x = np.atleast_2d(x)
    return -local_flux(x, np.zeros_like(x), theta, w, wind)[2]


def rate(c, theta, w, h, n_cells, wind=0.0, want_theta=False):
    """dc/dt for all couples laid end to end, with no flux across the joints,
    its block-tridiagonal Jacobian, and the parameter derivative of the flux."""
    is_open = (np.arange(1, len(c)) % n_cells != 0).astype(float)
    x = 0.5 * (c[1:] + c[:-1])
    g = (c[1:] - c[:-1]) / h * is_open[:, None]
    j, j_x, j_g, j_t = local_flux(x, g, theta, w, wind, want_theta)
    gate = is_open[:, None, None] / h
    left = (0.5 * j_x - j_g / h) * gate
    right = (0.5 * j_x + j_g / h) * gate
    j = j * gate[:, :, 0]
    f = np.zeros_like(c)
    f[:-1] -= j
    f[1:] += j
    diag = np.zeros((len(c), 2, 2))
    diag[:-1] -= left
    diag[1:] += right
    if want_theta:
        j_t = j_t * gate
    return f, (diag, -right, left), j_t


def solve_step(blocks, alpha, dt, rhs, transpose=False):
    """Solve (alpha I - dt dF/dc) y = rhs, or the transposed system."""
    global solve_count
    solve_count += 1
    diag, upper, lower = blocks
    if transpose:
        diag = diag.transpose(0, 2, 1)
        upper, lower = lower.transpose(0, 2, 1), upper.transpose(0, 2, 1)
    ab = np.zeros((7, 2 * len(diag)))
    for k in range(2):
        for m in range(2):
            ab[3 + k - m, m::2] = -dt * diag[:, k, m]
            ab[1 + k - m, 2 + m::2] = -dt * upper[:, k, m]
            ab[5 + k - m, m:-2:2] = -dt * lower[:, k, m]
    ab[3] += alpha
    flat = rhs.reshape(2 * len(diag), -1)
    return solve_banded((3, 3), ab, flat, check_finite=False).reshape(rhs.shape)


def simulate(theta, w=W, ends=COUPLES, n_cells=CELLS, n_steps=STEPS, wind=0.0):
    """All time levels; first step backward Euler, then BDF2."""
    h, dt = LENGTH / n_cells, TIME / n_steps
    states = [np.repeat(ends.reshape(-1, 2), n_cells // 2, axis=0)]
    for n in range(1, n_steps + 1):
        if n == 1:
            alpha, past = 1.0, states[0]
        else:
            alpha, past = 1.5, 2.0 * states[-1] - 0.5 * states[-2]
        c = states[-1] if n < 4 else 2.0 * states[-1] - states[-2]
        for _ in range(40):
            f, blocks, _unused = rate(c, theta, w, h, n_cells, wind)
            change = solve_step(blocks, alpha, dt, past + dt * f - alpha * c)
            c = c + change
            if np.abs(change).max() < 1e-8:
                break
        else:
            raise RuntimeError("Newton iteration did not converge")
        states.append(c)
    return states


def misfit(p, data):
    final = simulate(table(p))[-1]
    return 0.5 * np.sum(((final - data) / SIGMA) ** 2)


def misfit_gradient(p, data):
    """Misfit and its adjoint gradient."""
    theta = table(p)
    h, dt = LENGTH / CELLS, TIME / STEPS
    states = simulate(theta)
    r = (states[-1] - data) / SIGMA
    next1, next2 = np.zeros_like(r), np.zeros_like(r)
    grad = np.zeros(9)
    for n in range(STEPS, 0, -1):
        source = r / SIGMA if n == STEPS else 2.0 * next1 - 0.5 * next2
        _f, blocks, j_t = rate(states[n], theta, W, h, CELLS, want_theta=True)
        lam = solve_step(blocks, 1.5 if n > 1 else 1.0, dt, source, True)
        grad += dt * np.einsum("fk,fkp->p", lam[1:] - lam[:-1], j_t)
        next1, next2 = lam, next1
    return 0.5 * np.sum(r * r), grad[:NPAR]


def tangent(p):
    """Final profiles and their scaled sensitivities, propagated forward."""
    theta = table(p)
    h, dt = LENGTH / CELLS, TIME / STEPS
    states = simulate(theta)
    old = np.zeros(states[0].shape + (9,))
    now = np.zeros_like(old)
    for n in range(1, STEPS + 1):
        _f, blocks, j_t = rate(states[n], theta, W, h, CELLS, want_theta=True)
        rhs = 2.0 * now - 0.5 * old
        rhs[:-1] -= dt * j_t
        rhs[1:] += dt * j_t
        old, now = now, solve_step(blocks, 1.5 if n > 1 else 1.0, dt, rhs)
    return states[-1], now.reshape(-1, 9)[:, :NPAR] / SIGMA


def fit(data, start):
    """BFGS with adjoint gradients, seeded by the Gauss-Newton inverse."""
    jac = tangent(start)[1]
    inverse = np.linalg.inv(jac.T @ jac)
    p = start.copy()
    value, grad = misfit_gradient(p, data)
    evaluations = 1
    for _ in range(60):
        direction = -inverse @ grad
        descent = grad @ direction
        if -descent < 1e-6:
            return p, value, evaluations
        step = min(1.0, 0.5 / np.abs(direction).max())
        while True:
            trial = p + step * direction
            new_value, new_grad = misfit_gradient(trial, data)
            evaluations += 1
            if new_value <= value + 1e-4 * step * descent:
                break
            step *= 0.5
            assert step > 1e-8, "line search failed"
        s, y = trial - p, new_grad - grad
        if s @ y > 0:
            rho = 1.0 / (s @ y)
            v = np.eye(NPAR) - rho * np.outer(s, y)
            inverse = v @ inverse @ v.T + rho * np.outer(s, s)
        p, value, grad = trial, new_value, new_grad
    raise RuntimeError("fit did not converge")


# --- interdiffusion matrix rebuilt from the total free energy ---------------
amounts = sp.symbols("n1:4", positive=True)
total = sum(amounts)
energy = sum(n * sp.log(n / total) for n in amounts) + sum(
    W[i, j] / KT * amounts[i] * amounts[j] / total
    for i in range(3) for j in range(i))
x_ref = np.append(REF, 1.0 - REF.sum())
point = dict(zip(amounts[:2], REF))
tracer_ref = D_UNIT * np.exp(TRUE[[0, 3, 6]] / KT)
lattice = np.zeros((3, 2))
for i in range(3):
    mu = sp.diff(energy, amounts[i]).subs(amounts[2], 1 - amounts[0] - amounts[1])
    for j in range(2):
        lattice[i, j] = (x_ref[i] * tracer_ref[i]
                         * float(sp.diff(mu, amounts[j]).subs(point)))
matrix_ref = lattice[:2] - np.outer(REF, lattice.sum(0))
matrix_code = interdiffusion(REF, table(TRUE))[0]
matrix_error = np.abs(matrix_code - matrix_ref).max() / np.abs(matrix_ref).max()
assert matrix_error < 1e-10

# --- solver against the matrix error-function solution ----------------------
delta = np.array([4e-4, 3e-4])
small = np.array([[REF - delta / 2, REF + delta / 2]])
z = (np.arange(CELLS) + 0.5) * LENGTH / CELLS - LENGTH / 2
eigenvalues, vectors = np.linalg.eig(matrix_ref)
shape = erf(z[:, None] / (2 * np.sqrt(eigenvalues * TIME)))
analytic = REF + 0.5 * (shape * np.linalg.solve(vectors, delta)) @ vectors.T
numeric = simulate(table(TRUE), ends=small)[-1]
solver_error = np.abs(numeric - analytic).max() / delta.max()
assert solver_error < 3e-3

# --- synthetic measurements from a finer mesh -------------------------------
rng = np.random.default_rng(7)
fine = simulate(table(TRUE), n_cells=3 * CELLS, n_steps=3 * STEPS)[-1][1::3]
data = fine + SIGMA * rng.normal(size=fine.shape)
uphill = np.abs(fine.reshape(4, CELLS, 2)[1, :, 1] - COUPLES[1, 0, 1]).max()
everywhere = np.vstack([fine, COUPLES.reshape(-1, 2)])
all_eigenvalues = np.linalg.eigvals(interdiffusion(everywhere, table(TRUE)))
assert np.abs(all_eigenvalues.imag).max() < 1e-9
assert all_eigenvalues.real.min() > 0

# --- derivative checks before any fitting -----------------------------------
solve_count = 0
misfit(START, data)
forward_solves = solve_count
solve_count = 0
start_value, adjoint = misfit_gradient(START, data)
adjoint_solves = solve_count
final_start, jac_start = tangent(START)
residual = ((final_start - data) / SIGMA).ravel()
bound = np.linalg.norm(jac_start, axis=0) * np.linalg.norm(residual)
duality_error = np.max(np.abs(jac_start.T @ residual - adjoint) / bound)
assert duality_error < 1e-9
solve_count = 0
difference = np.array([(misfit(START + 1e-4 * e, data)
                        - misfit(START - 1e-4 * e, data)) / 2e-4
                       for e in np.eye(NPAR)])
difference_solves = solve_count
difference_error = np.max(np.abs(difference - adjoint) / bound)
assert difference_error < 1e-5
way = np.array([1.0, 1.0, -1.0, 1.0, -1.0, 1.0, 1.0])
scan_steps = [1e-2, 1e-3, 1e-4, 1e-7]
scan = [abs((misfit(START + s * way, data) - misfit(START - s * way, data))
            / (2 * s) - adjoint @ way) / (bound @ np.abs(way))
        for s in scan_steps]
assert 50 < scan[0] / scan[1] < 200

# --- fit and confidence intervals -------------------------------------------
best, best_value, evaluations = fit(data, START)
model, jac = tangent(best)
fisher = jac.T @ jac
cov = np.linalg.inv(fisher)
sd = np.sqrt(np.diag(cov))
half = norm.ppf(0.975) * sd
freedom = data.size - NPAR
reduced = 2 * best_value / freedom
assert abs(reduced - 1) < 0.25
distance2 = (best - TRUE) @ fisher @ (best - TRUE)
assert distance2 < chi2.ppf(0.9999, NPAR)
correlation = cov / np.outer(sd, sd) - np.eye(NPAR)
pair = np.unravel_index(np.abs(correlation).argmax(), correlation.shape)
jac_one = jac.reshape(4, -1, NPAR)[0]
half_one = norm.ppf(0.975) * np.sqrt(np.diag(np.linalg.inv(jac_one.T @ jac_one)))
mesh_gap = ((fine - simulate(table(TRUE))[-1]) / SIGMA).ravel()
mesh_bias = np.abs(cov @ (jac.T @ mesh_gap)) / sd
assert mesh_bias.max() < norm.ppf(0.975)

# --- do the intervals hold? refit fresh noise with the full nonlinear model --
# Sensitivities are recomputed at every step: they change noticeably within the
# range of the noise, so a matrix frozen at the original fit converges poorly.
REPEATS = 16
squares, covered, last_moves, departures, frozen = [], [], [], [], []
for _ in range(REPEATS):
    noise = rng.normal(size=data.shape)
    linear = best + cov @ (jac.T @ noise.ravel())
    p = linear.copy()
    for _correction in range(12):
        profile, jac_now = tangent(p)
        misfit_now = ((profile - model) / SIGMA - noise).ravel()
        fisher_now = jac_now.T @ jac_now
        move = -np.linalg.solve(fisher_now, jac_now.T @ misfit_now)
        p = p + move
        move_size = np.sqrt(move @ fisher @ move)
        if move_size < 0.02:
            break
    last_moves.append(move_size)
    departures.append(np.sqrt((p - linear) @ fisher @ (p - linear)))
    frozen.append(np.abs(1 - np.linalg.eigvals(cov @ fisher_now)).max())
    squares.append((p - best) @ fisher @ (p - best))
    covered.append(np.abs(p - best) < half)
mean_square = np.mean(squares)
square_error = np.sqrt(2 * NPAR / REPEATS)
assert max(last_moves) < 0.02
assert abs(mean_square - NPAR) < 4 * square_error

# --- neglected physics: changed data, unchanged model ------------------------
F_FCC = 0.7815
WIND = (1 - F_FCC) / F_FCC
NI_SLOPE = 0.3
altered = [simulate(table(best), w=1.1 * W)[-1],
           simulate(table(best), wind=WIND)[-1],
           simulate(table(best, (0.0, NI_SLOPE)))[-1]]
shifts, leftovers = [], []
for changed in altered:
    p, value, _n = fit(changed, best)
    shifts.append(p - best)
    leftovers.append(np.sqrt(2 * value / data.size))
matrix_wind = interdiffusion(REF, table(TRUE), wind=WIND)[0]
ACTIVATION, FURNACE = 2.9, 5.0
furnace_shift = ACTIVATION * FURNACE / TEMPERATURE
EXCESS_VOLUME = np.array([0.05, 0.25])
volume = np.abs((COUPLES[:, 1] - COUPLES[:, 0]) @ EXCESS_VOLUME).max()

# --- report -------------------------------------------------------------------
print(f"T = {TEMPERATURE:.0f} K, kT = {KT:.5f} eV, anneal {TIME:.0f} h")
print(f"couple length {LENGTH:.0f} um, {CELLS} cells, {STEPS} steps")
print(f"noise {SIGMA} mole fraction, {data.size} data, D unit {D_UNIT:.0f} um2/h")
print(f"interactions CrAl {W[0,1]}, CrNi {W[0,2]}, AlNi {W[1,2]} eV")
print(f"reference composition x_Cr {REF[0]}, x_Al {REF[1]}")
for k, (a, b) in enumerate(COUPLES, 1):
    print(f"couple {k} (x_Cr, x_Al): ({a[0]}, {a[1]}) | ({b[0]}, {b[1]})")
for label, m in (("no wind", matrix_ref), ("with wind", matrix_wind)):
    print(f"D matrix {label} [CrCr CrAl AlCr AlAl], um2/h:",
          " ".join(f"{v:.1f}" for v in m.ravel()))
print(f"D matrix: code vs free energy, relative error {matrix_error:.1e}")
print(f"solver vs error-function solution, relative error {solver_error:.1e}")
print(f"D eigenvalues over all profiles {all_eigenvalues.real.min():.1f}"
      f" to {all_eigenvalues.real.max():.1f} um2/h")
print(f"couple 2: Al departs from its flat start by {uphill:.4f} mole fraction")
print(f"misfit S at starting guess {start_value:.1f}")
print(f"adjoint vs tangent, scaled error {duality_error:.1e}")
print(f"adjoint vs central differences (1e-4 eV), error {difference_error:.1e}")
for s, err in zip(scan_steps, scan):
    print(f"directional difference, step {s:.0e} eV: scaled error {err:.1e}")
print(f"linear solves: forward {forward_solves}, forward+adjoint"
      f" {adjoint_solves}, central differences {difference_solves}")
print(f"fit: {evaluations} gradient evaluations, S = {best_value:.2f},"
      f" 2S/freedom = {reduced:.3f}")
print("parameter (eV): true, fit, 95% half-width, half-width couple 1 alone")
for k in range(NPAR):
    print(f"  {NAMES[k]:14s} {TRUE[k]:7.3f} {best[k]:9.4f} {half[k]:8.4f}"
          f" {half_one[k]:8.4f}")
print(f"squared distance fit-truth {distance2:.2f} (expected about {NPAR})")
print(f"strongest correlation {correlation[pair]:.3f}:"
      f" {NAMES[pair[0]]} / {NAMES[pair[1]]}")
print(f"largest mesh bias {mesh_bias.max():.2f} standard deviations")
to_cm2_s = 1e-8 / 3600
for k, name in ((0, "Cr"), (3, "Al"), (6, "Ni")):
    d = D_UNIT * np.exp((best[k] + half[k] * np.array([-1, 0, 1])) / KT)
    print(f"D {name} at reference {d[1]:.1f} um2/h, 95% {d[0]:.1f} to {d[2]:.1f};"
          f" {d[1] * to_cm2_s:.2e} cm2/s")
print(f"{REPEATS} refits: mean squared distance {mean_square:.2f}, expected"
      f" {NPAR} +- {square_error:.2f}; coverage {np.mean(covered):.3f}")
print(f"refits: largest last correction {max(last_moves):.1e}, largest departure"
      f" from linear estimate {max(departures):.2f} std. dev.")
print(f"error factor per step with a frozen matrix: median"
      f" {np.median(frozen):.2f}, largest {max(frozen):.2f}")
print(f"shifts (eV): interactions +10%, wind (f = {F_FCC}),"
      f" Ni slope x_Al {NI_SLOPE} eV")
for k in range(NPAR):
    print(f"  {NAMES[k]:14s} " + " ".join(f"{s[k]:9.4f}" for s in shifts))
print("rms misfit left after these refits (noise units): "
      + " ".join(f"{v:.3f}" for v in leftovers))
print(f"furnace error {FURNACE:.0f} K at {ACTIVATION} eV shifts values by"
      f" {furnace_shift:.4f} eV")
print(f"excess volumes Cr {EXCESS_VOLUME[0]}, Al {EXCESS_VOLUME[1]}: volume"
      f" change across a couple up to {100 * volume:.1f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
T = 1473 K, kT = 0.12693 eV, anneal 16 h
couple length 1200 um, 120 cells, 30 steps
noise 0.001 mole fraction, 960 data, D unit 100 um2/h
interactions CrAl -0.4, CrNi -0.1, AlNi -1.2 eV
reference composition x_Cr 0.15, x_Al 0.05
couple 1 (x_Cr, x_Al): (0.02, 0.1) | (0.28, 0.02)
couple 2 (x_Cr, x_Al): (0.05, 0.05) | (0.3, 0.05)
couple 3 (x_Cr, x_Al): (0.15, 0.01) | (0.15, 0.11)
couple 4 (x_Cr, x_Al): (0.05, 0.01) | (0.22, 0.09)
D matrix no wind [CrCr CrAl AlCr AlAl], um2/h: 98.8 17.9 78.3 455.4
D matrix with wind [CrCr CrAl AlCr AlAl], um2/h: 100.1 22.6 81.8 468.0
D matrix: code vs free energy, relative error 3.1e-17
solver vs error-function solution, relative error 1.1e-03
D eigenvalues over all profiles 73.4 to 797.6 um2/h
couple 2: Al departs from its flat start by 0.0106 mole fraction
misfit S at starting guess 3479.1
adjoint vs tangent, scaled error 2.3e-16
adjoint vs central differences (1e-4 eV), error 2.1e-07
directional difference, step 1e-02 eV: scaled error 1.3e-03
directional difference, step 1e-03 eV: scaled error 1.3e-05
directional difference, step 1e-04 eV: scaled error 1.3e-07
directional difference, step 1e-07 eV: scaled error 2.4e-10
linear solves: forward 77, forward+adjoint 107, central differences 1078
fit: 12 gradient evaluations, S = 425.94, 2S/freedom = 0.894
parameter (eV): true, fit, 95% half-width, half-width couple 1 alone
  Cr value         0.000    0.0032   0.0042   0.0658
  Cr slope x_Cr    0.200    0.1734   0.0433   1.4229
  Cr slope x_Al    0.600    0.4491   0.1553   5.1916
  Al value         0.120    0.1190   0.0024   0.1846
  Al slope x_Cr    0.300    0.2652   0.0405   4.7752
  Al slope x_Al    0.500    0.4690   0.1060  17.1269
  Ni value        -0.060   -0.0685   0.0365   0.4840
squared distance fit-truth 11.29 (expected about 7)
strongest correlation -0.907: Ni value / Cr value
largest mesh bias 0.57 standard deviations
D Cr at reference 102.6 um2/h, 95% 99.3 to 106.0; 2.85e-10 cm2/s
D Al at reference 255.3 um2/h, 95% 250.4 to 260.3; 7.09e-10 cm2/s
D Ni at reference 58.3 um2/h, 95% 43.7 to 77.8; 1.62e-10 cm2/s
16 refits: mean squared distance 6.59, expected 7 +- 0.94; coverage 0.929
refits: largest last correction 2.0e-02, largest departure from linear estimate 1.18 std. dev.
error factor per step with a frozen matrix: median 0.46, largest 2.56
shifts (eV): interactions +10%, wind (f = 0.7815), Ni slope x_Al 0.3 eV
  Cr value         -0.0093   -0.0058   -0.0005
  Cr slope x_Cr    -0.0697   -0.0220   -0.0004
  Cr slope x_Al    -0.0292    0.0682    0.0320
  Al value          0.0051    0.0027    0.0000
  Al slope x_Cr     0.0009    0.0096    0.0019
  Al slope x_Al     0.0384    0.0591   -0.0034
  Ni value          0.0629    0.0512    0.0033
rms misfit left after these refits (noise units): 0.066 0.016 0.014
furnace error 5 K at 2.9 eV shifts values by 0.0098 eV
excess volumes Cr 0.05, Al 0.25: volume change across a couple up to 2.9 %
ALL CHECKS PASSED
```
